\section*{Rescaling the bismuth specific difference with the nuclear moment}

\section*{Question}

For the hyperfine structure of $^{209}$Bi I have a specific difference
\[
\Delta' = \Delta E(2s)-\xi\,\Delta E(1s),
\]
where $\Delta E(1s)$ is the ground-state splitting of the hydrogen-like ion and $\Delta E(2s)$ that of the lithium-like ion. The number $\xi$ is chosen to remove the effect of the spread-out nuclear magnetization. With a nuclear moment of $4.1106$ nuclear magnetons the calculated value is $-61.32$ meV. I am told that for $4.092$ nuclear magnetons I may simply rescale it to $-61.04$ meV.

I don't see why. The moment seems to enter $\xi$ as well, since $\xi$ is built from magnetization corrections. A nuclear model adjusted to the new moment may also have a different magnetization distribution. And surely the hyperfine interaction has a second-order energy, quadratic in the moment. Why is a single factor enough?

\section*{Answer}

Proportionality holds to first order in the hyperfine interaction, with $\xi$ and the nuclear distributions held fixed. Your three objections can then be taken one at a time, with a size for each.

\subsection*{One hyperfine vertex, one factor of the moment}

Let $\mu$ be the nuclear moment, defined by $\boldsymbol\mu=\mu\,\mathbf I/I$ with $I=9/2$. The splitting is $\Delta E=E(F{=}5)-E(F{=}4)$. The coupling of the electrons to the nuclear dipole is linear in $\mu$, so the Hamiltonian is
\[
H(\mu)=H_0+\mu T .
\]
Here $H_0$ contains the electron interaction, and $T$ contains electron operators and the direction of the nuclear spin. Since $H_0$ does not depend on $F$, the first-order splitting is
\[
\Delta E=\mu\left(\langle T\rangle_{5}-\langle T\rangle_{4}\right).
\]
The states in these averages belong to $H_0$ and know nothing of $\mu$. QED corrections with one hyperfine vertex also carry one factor $\mu$. Therefore $\Delta E(1s)=\mu A_1$ and $\Delta E(2s)=\mu A_2$, and for any fixed $\xi$
\begin{equation}
\Delta'(\mu)=\mu\,(A_2-\xi A_1),\qquad
\Delta'(\mu_b)=\frac{\mu_b}{\mu_a}\,\Delta'(\mu_a).
\label{eq:scale}
\end{equation}
This is a straight line through zero. A constant term would spoil the simple ratio, and I return to that below.

With $\rho=\mu_b/\mu_a$,
\[
\rho=\frac{4.092}{4.1106}=0.995475,\qquad
\rho\times(-61.32\ \text{meV})=-61.0425\ \text{meV}.
\]
To two decimals this is $-61.04$ meV. The difference becomes less negative by $0.2775$ meV because the moment becomes smaller.

\subsection*{Does $\xi$ depend on the moment?}

Split each coefficient into a point-dipole part and a magnetization correction, $A_n=a_n-b_n$. The corrections to the two splittings are $\mu b_1$ and $\mu b_2$, so the choice that cancels them is
\[
\xi=\frac{\mu b_2}{\mu b_1}=\frac{b_2}{b_1}.
\]
The moment drops out as long as the shape of the magnetization is held fixed; a nuclear model refitted to the new moment can still change $b_2/b_1$ slightly, which is the subject of the next section. Inserting this $\xi$ gives
\[
\Delta'=\mu\left[a_2-b_2-\frac{b_2}{b_1}(a_1-b_1)\right]
=\mu\,(a_2-\xi a_1),
\]
because the last term in the bracket supplies $+b_2$.

\subsection*{What if the magnetization changes too?}

For this we need the form of $b_n$. I use one electron in the field of the nucleus, atomic units with Gaussian electromagnetism, and
\[
\psi=\frac1r\begin{pmatrix}G\,\Omega_\kappa\\ iF\,\Omega_{-\kappa}\end{pmatrix},
\qquad \Omega_{-\kappa}=-\sigma_n\Omega_\kappa,
\qquad \sigma_n=\boldsymbol\sigma\cdot\mathbf n,\quad \mathbf n=\mathbf r/r .
\]
A spherical distribution of dipoles has $\mathbf A=w(r)\,\boldsymbol\mu\times\mathbf r/r^3$, where $w$ is the fraction of the moment inside radius $r$. The electron has charge $-1$, so the interaction is
\[
\boldsymbol\alpha\cdot\mathbf A=\frac{w}{r^2}\,\boldsymbol\mu\cdot(\mathbf n\times\boldsymbol\alpha).
\]
The product rule for Pauli matrices gives
\[
(\mathbf n\times\boldsymbol\sigma)\sigma_n
=i\,\mathbf n\times(\mathbf n\times\boldsymbol\sigma)
=i\mathbf N,\qquad \mathbf N=\mathbf n\sigma_n-\boldsymbol\sigma .
\]
The adjoint relation is $\sigma_n(\mathbf n\times\boldsymbol\sigma)=-i\mathbf N$. In a matrix element between states $a$ and $b$, the large-small product has the factor $i(-1)(i)=1$. The small-large product has $(-i)(-1)(-i)=1$. Both therefore carry the same angular operator:
\begin{equation}
\langle a|\boldsymbol\alpha\cdot\mathbf A|b\rangle
=\langle\boldsymbol\mu\cdot\mathbf N\rangle_{ab}
\int_0^\infty (G_aF_b+F_aG_b)\frac{w}{r^2}\,dr .
\label{eq:matrix}
\end{equation}

In an $s$ state the average of $n_in_j$ is $\delta_{ij}/3$, so $\mathbf N$ averages to $\boldsymbol\sigma/3-\boldsymbol\sigma=-\tfrac23\boldsymbol\sigma$. The first-order energy is then
\[
E^{(1)}_F=\mu k_F\int_0^\infty 2GF\frac{w}{r^2}\,dr,\qquad
k_F=-\frac{2}{3I}\langle\boldsymbol\sigma\cdot\mathbf I\rangle_F .
\]
Since $\langle\boldsymbol\sigma\cdot\mathbf I\rangle_F$ is $I$ for $F=5$ and $-(I+1)$ for $F=4$, we have $k_5=-0.6667$ and $k_4=0.8148$. The radial integral is negative in this convention, so the splitting is positive.

A point dipole has $w=1$. Subtracting the extended case from it gives
\[
b_n=(k_5-k_4)\int_0^R 2G_nF_n\frac{1-w}{r^2}\,dr .
\]
The integral stops at the nuclear radius $R$, because all the moment is enclosed beyond it. Inside, the radial equations
\[
c\left(G'+\frac{\kappa}{r}G\right)=(E-V+2c^2)F,\qquad
c\left(-F'+\frac{\kappa}{r}F\right)=(E-V)G
\]
contain the level energy $E$ only through $E-V$. In a heavy nucleus $|V|$ is far larger than the difference between the $1s$ and $2s$ energies. The two regular solutions are therefore nearly proportional there, and $b_2/b_1$ depends little on the shape of $w$.

As an example, take a uniformly charged sphere of radius $7.121$ fm and place the magnetization either uniformly in its volume or on its surface. The old moment gives these splittings in meV:
\begin{center}
\begin{tabular}{lrr}
magnetization & $1s$ & $2s$\\
point & 5188.698 & 844.336\\
volume & 5081.441 & 825.518\\
surface & 5019.542 & 814.660
\end{tabular}
\end{center}
The volume model gives
\[
\xi=\frac{844.336-825.518}{5188.698-5081.441}\simeq0.17545,
\]
and hence
\[
\Delta'=825.518-0.175451\times5081.441\simeq-66.03\ \text{meV}.
\]
This model has no electron interaction and no QED, and its spherical cloud of parallel dipoles is only a stand-in for the real nucleus, whose moment comes mainly from the orbital current of an unpaired proton with an opposed spin part. Its value should not be read as a check of $-61.32$ meV; it serves to test the scaling.

Going from volume to surface magnetization lowers the $1s$ splitting by $61.899$ meV and the $2s$ splitting by $10.858$ meV. At fixed $\xi$, however, $\Delta'$ moves only from $-66.0255$ to $-66.0236$ meV. If the moment is replaced at the same time, the $1s$ splitting changes by the factor $0.98335$, far from $\rho=0.99548$, while $\Delta'$ changes by $0.99545$. So your worry is justified for the separate splittings, but in this model it hardly touches their specific difference.

There is one condition: keep the same $\xi$. The surface model by itself would give $\xi=0.175440$. That is a change of only $1.1\times10^{-5}$, but it multiplies a splitting of about $5000$ meV and shifts $\Delta'$ by about $0.06$ meV. This is a change in the definition of $\Delta'$, and it is not small beside the $0.2775$ meV we want to find.

\subsection*{The quadratic term}

The second-order energy is indeed proportional to $\mu^2$. Write
\[
\Delta'(\mu)=L\mu+Q\mu^2,\qquad q=Q\mu_a^2 .
\]
The error made by simple rescaling is
\begin{align}
\Delta'(\mu_b)-\rho\Delta'(\mu_a)
&=L\rho\mu_a+Q\rho^2\mu_a^2-\rho L\mu_a-\rho Q\mu_a^2\nonumber\\
&=\rho(\rho-1)\,q .
\label{eq:error}
\end{align}
The quadratic part is already included in the starting value. What matters is its failure to scale with $\rho$, which brings the further small factor $\rho-1=-0.004525$.

To find $q$, note that the dipole operator couples $s_{1/2}$ to other $s_{1/2}$ states and to $d_{3/2}$. It has rank one in the electron variables and even parity, so from an $s$ state it reaches no other symmetry. The strength of the $d$ coupling follows from closure. Expanding the product and averaging over directions,
\begin{align*}
\overline{N_iN_j}
&=\overline{n_in_j-n_i\sigma_n\sigma_j-\sigma_in_j\sigma_n+\sigma_i\sigma_j}\\
&=\tfrac13\delta_{ij}-\tfrac13\sigma_i\sigma_j-\tfrac13\sigma_i\sigma_j+\sigma_i\sigma_j
=\tfrac13\left(\delta_{ij}+\sigma_i\sigma_j\right).
\end{align*}
Contract this with $I_iI_j/I^2$ and subtract the part that stays in the $s$ channel. With $s_F=\langle\boldsymbol\sigma\cdot\mathbf I\rangle_F$,
\[
c_F^2=\frac{I(I+1)+s_F^2}{3I^2}-k_F^2,
\qquad c_5^2=0.2963,\quad c_4^2=0.2414 .
\]

Let $W=\boldsymbol\alpha\cdot\mathbf A$. The first-order change $\psi_1$ of the wave function and the second-order energy satisfy
\[
(H_0-E_0)\psi_1=-(W-E^{(1)})\psi_0,\qquad
\langle\psi_0|\psi_1\rangle=0,\qquad
E^{(2)}=\langle\psi_0|W|\psi_1\rangle .
\]
Solving this with both channels for the volume model gives second-order contributions of $0.13174$ meV to the $1s$ splitting and $0.02211$ meV to the $2s$ splitting. In this model they largely cancel in the specific difference. The conclusion does not rest on that: either term alone, about $0.02$ meV, would give through \eqref{eq:error} an error of only about $10^{-4}$ meV. Together they give
\[
q=0.02211-0.175451\times0.13174\simeq-0.0010\ \text{meV}.
\]
Equation~\eqref{eq:error} then gives
\[
0.995475\times(-0.004525)\times(-0.0010\ \text{meV})
\simeq4.5\times10^{-6}\ \text{meV}.
\]
As a test, the level shifts were also found by solving the coupled $s_{1/2}$--$d_{3/2}$ equations without expanding in $\mu$; the $d$--$d$ hyperfine coupling, which first enters at third order, was left out. At twenty times the old moment, the part of each level shift ($1s$ and $2s$, $F=4$ and $5$) that is even in $\mu$ differs from the second-order energy of that level by at most $2.5\times10^{-5}$ of that energy. This figure refers to the single levels, not to the cancelling combination $q$. At the two actual moments, the departure from proportionality prints as $0.0000$ meV. This bounds it below $5\times10^{-5}$ meV but is too coarse to confirm the value $4.5\times10^{-6}$ meV. These numbers belong to the one-electron model. In the lithium-like ion the filled $1s$ shell blocks the virtual step from $2s$ to $1s$, but a core electron can instead go up into the half-empty $2s$ level, $1s^22s\to1s\,2s^2$. That step has the same matrix element and the opposite energy denominator, so this part of the $2s$ splitting, about $-0.005$ meV in the model, changes sign rather than disappearing. This alone moves $q$ to about $+0.01$ meV and the error to about $-4\times10^{-5}$ meV. The near-cancellation in $q$, and with it the value $4.5\times10^{-6}$ meV, should therefore not be carried over to the real ion. The factor $\rho-1$ in \eqref{eq:error} does not depend on the model, and it keeps the error small for any second-order terms of this general size.

\subsection*{A term that does not scale}

Virtual excitation of the nucleus can involve nuclear matrix elements other than the ground-state moment. The electric quadrupole interaction, taken to second order, does not contain $\mu$ either. Suppose such effects add a part $P$ that stays fixed when $\mu$ is replaced. Then $\Delta'=L\mu+P$, and the correct new value is
\[
\rho L\mu_a+P=\rho\,\Delta'(\mu_a)+(1-\rho)P .
\]
Simple rescaling misses $(1-\rho)P$. A hypothetical $P$ of $1$ meV would cause an error of about $0.005$ meV. The rule works well here partly because the moment changes by less than half a percent. For a large change, or a large $P$, the parts would have to be rescaled separately.

\subsection*{How firm is the last digit?}

The result $-61.04$ meV follows from the inputs as written. If $-61.32$ meV and $4.092$ are each uncertain by half a unit in their last digit, with $4.1106$ held fixed, the result lies between $-61.055$ and $-61.030$ meV. Input rounding can therefore alter the second decimal, and it matters far more than the quadratic hyperfine term found above. The real uncertainty of the moment is larger than its rounding: the value is published as $4.092(2)$, and $\pm0.002$ alone gives $\pm0.03$ meV, that is $-61.07$ to $-61.01$ meV.

\section*{Values computed for the example and the checks}
\begin{verbatim}
old moment: 4.1106 nuclear magnetons
new moment: 4.092 nuclear magnetons
moment ratio new/old: 0.995475
relative change of moment: -0.4525 percent
given specific difference: -61.32 meV
rescaled specific difference: -61.0425 meV
change of specific difference: 0.2775 meV
range from input rounding: -61.0550 to -61.0301 meV
One-electron model, old moment unless stated:
nuclear radius: 7.121 fm
angular factor k, F=5: -0.666667
angular factor k, F=4: 0.814815
squared s-d coupling c^2, F=5: 0.296296
squared s-d coupling c^2, F=4: 0.241427
1s splitting, point magnetization: 5188.698 meV
2s splitting, point magnetization: 844.336 meV
1s splitting, volume magnetization: 5081.441 meV
2s splitting, volume magnetization: 825.518 meV
1s splitting, surface magnetization: 5019.542 meV
2s splitting, surface magnetization: 814.660 meV
xi from volume magnetization: 0.175451
xi from surface magnetization: 0.175440
specific difference, volume: -66.0255 meV
specific difference, surface, same xi: -66.0236 meV
1s ratio, new moment+surface / old+volume: 0.983349
specific-difference ratio, same change: 0.995447
second-order part of 1s splitting: 0.13174 meV
second-order part of 2s splitting: 0.02211 meV
second-order part of specific difference: -0.00100 meV
non-perturbative specific difference, old: -66.0265 meV
non-perturbative specific difference, new: -65.7278 meV
departure from proportionality, size: 0.0000 meV
predicted from second order: 4.5e-06 meV
hyperfine error against point-nucleus formula: 7.7e-05
energy error against point-nucleus formula: 1.2e-09
grid change of specific difference: 1.8e-10 meV
second-order energy, largest relative error: 2.5e-05
\end{verbatim}
